\section*{Why gadolinium's 4f anisotropy is far weaker than terbium's}

\section*{Question}

Gadolinium and terbium are neighbours in the periodic table. Their trivalent ions have the configurations $4f^7$ and $4f^8$, similar radii and similar spins. Why does a crystal hold the direction of a terbium moment so much more firmly than that of a gadolinium moment?

\section*{Answer}

\subsection*{The mechanism: a moment is held through its charge cloud}

The electric field of the neighbouring atoms acts on charge, not on spin. It can favour a direction of the magnetic moment if the $4f$ charge cloud is not spherical and if spin-orbit coupling makes the cloud turn with the moment. The half-filled shell fails the first condition. The eighth electron of Tb$^{3+}$ sits on top of the half-filled shell and supplies a cloud that is not spherical.

To make this quantitative, take the Hamiltonian of the $4f^n$ shell
\begin{equation}
H=H_{\rm C}+\zeta\sum_i \mathbf l_i\cdot\mathbf s_i+V,\qquad
V=B\sum_i C_{20}(\theta_i),\qquad C_{20}=\tfrac12(3\cos^2\theta-1).
\end{equation}
Here $H_{\rm C}$ is the Coulomb repulsion, $\mathbf l_i$ and $\mathbf s_i$ are in units of $\hbar$, and $\theta$ is measured from the crystal axis $z$. More generally a crystal field contains the functions $C_{kq}=\sqrt{4\pi/(2k+1)}\,Y_{kq}$, of which $k=2,4,6$ act within an $f$ shell. Other configurations, such as $4f^65d$, are left out. The anisotropy is
\begin{equation}
A=E(\text{moment in plane})-E(\text{moment on axis}),
\end{equation}
for a fully saturated moment. Negative $A$ means an easy plane.

\subsection*{The half-filled shell has $L=0$ and a spherical cloud}

By Hund's first rule the ground term has the largest spin. Seven parallel electrons must occupy the seven different orbitals $m=-3,\dots,3$:
\begin{equation}
|\Phi\rangle=\prod_{m=-3}^{3}a^\dagger_{m\uparrow}|0\rangle,\qquad M_S=\tfrac72,\qquad M_L=\sum_{m=-3}^{3}m=0 .
\end{equation}
The operators $L_\pm$ move an electron to a neighbouring $m$ without changing its spin. Every such orbital is occupied, so $L_\pm|\Phi\rangle=0$. With $M_L=0$ this gives $L=0$: the term is $^8S$, with $S=J=7/2$. The density, per unit solid angle, follows from the addition theorem of spherical harmonics:
\begin{equation}
\rho_7=\sum_{m=-3}^{3}|Y_{3m}(\theta,\phi)|^2=\frac{7}{4\pi}.
\end{equation}
The other seven states of the term are obtained with the spin-lowering operator $S_-$, which moves no charge, so they have the same density.

The first-order energy is the integral of the field over $\rho_7$, and it vanishes because $C_{kq}$ with $k\ge1$ averages to zero over the sphere. A stronger statement holds. Acting on $|\Phi\rangle$, a one-electron field that ignores spin either moves an up electron into an occupied up orbital, which gives zero, or leaves it in place. The terms that leave it in place add up to the trace over $m$, which is the same vanishing integral. Hence
\begin{equation}
V|\Phi\rangle=0,\qquad V\,S_-^{\,p}|\Phi\rangle=S_-^{\,p}\,V|\Phi\rangle=0 .
\label{eq:null}
\end{equation}
Each $^8S$ state is therefore an eigenstate of $H_{\rm C}+V$ with an energy independent of $B$. Without spin-orbit coupling the crystal field does not split the term at any order. Diagonalization of $H_{\rm C}+V$ with $B=500$~meV confirms this: the levels stay in place to within $6\times10^{-11}$~meV, which is rounding error.

\subsection*{The eighth electron brings a first-order anisotropy}

The eighth electron must have spin down, so $S=3$. Hund's second rule gives $L=3$, and in a shell more than half full spin-orbit coupling puts $J=L+S=6$ lowest. The state with $M=J=6$ is one determinant, the filled up-spin half plus a down electron in $m=3$:
\begin{equation}
\rho_8=\frac{7}{4\pi}+|Y_{33}|^2=\frac{7}{4\pi}+\frac{35}{64\pi}\sin^6\theta .
\end{equation}
The cloud bulges at the equator, where its density is $1+\frac{35}{64}\cdot\frac47=1.3125$ times that at the poles. It is a flattened sphere with the moment along its short axis.

Its quadrupole comes from the last electron alone. With $x=\cos\theta$ and $I=\int_{-1}^1(1-x^2)^3dx$, integration by parts gives
\begin{equation}
K\equiv\int_{-1}^{1}x^2(1-x^2)^3dx=\frac18\int_{-1}^{1}(1-x^2)^4dx=\frac{I-K}{8}
\;\Rightarrow\;\langle\cos^2\theta\rangle=\frac KI=\frac19 .
\end{equation}
The last step of the chain used $(1-x^2)^4=(1-x^2)^3-x^2(1-x^2)^3$. Thus
\begin{equation}
\Big\langle\sum_iC_{20}\Big\rangle_{M=6}=\frac12\Big(\frac39-1\Big)=-\frac13 .
\end{equation}

Within the $J=6$ multiplet the Wigner--Eckart theorem makes this operator proportional to the rank-2 operator built from $\mathbf J$:
\begin{equation}
\sum_iC_{20}(\theta_i)=\frac{\alpha}{2}\left[3J_z^2-J(J+1)\right].
\end{equation}
At $M=6$ the bracket is $108-42=66$, so $33\alpha=-\frac13$ and $\alpha=-\frac1{99}$. The levels are
\begin{equation}
E(M)=-\frac{B}{198}\,(3M^2-42).
\label{eq:levels}
\end{equation}
For $\zeta=10$~meV and $B=0.01$~meV, where mixing with other multiplets is weak, full diagonalization agrees with (\ref{eq:levels}) to $8\times10^{-5}$ of the largest level.

A moment on the axis has $M=6$ and energy $-B/3$. A moment fully along $x$ has $\langle J_x^2\rangle=J^2$, and the rest of $J(J+1)$ is shared equally between $y$ and $z$:
\begin{equation}
\langle J_z^2\rangle=\tfrac12\left[J(J+1)-J^2\right]=\tfrac J2=3,\qquad
E_{\rm plane}=-\frac{B}{198}(9-42)=\frac B6 .
\end{equation}
Therefore
\begin{equation}
A_{\rm Tb}=\frac B6-\Big(-\frac B3\Big)=\frac B2 .
\label{eq:tb}
\end{equation}
The sign has a simple reading. For $B<0$ electrons have lower energy near the crystal axis. The flattened cloud reaches that axis when its short direction, and with it the moment, lies in the plane.

Equation (\ref{eq:tb}) requires $|B|$ to be small compared with the spacing to the next multiplet, $J=5$. In the opposite limit, $\zeta\to0$, the spin is decoupled from the cloud and can turn freely while the cloud stays behind. Spin-orbit coupling is thus needed in terbium too, but there it only has to lock an existing orbital moment to the spin. In gadolinium it must first create the orbital moment.

\subsection*{What spin-orbit coupling leaves for gadolinium}

In $|\Phi\rangle$ all spins are up, so $l_-s_+$ gives zero, and $\sum_i l_zs_z$ gives $\frac12\sum m=0$. There remains
\begin{equation}
\sum_i\mathbf l_i\cdot\mathbf s_i|\Phi\rangle=\frac12\sum_{m=-3}^{2}\sqrt{12-m(m+1)}\;a^\dagger_{m+1,\downarrow}a_{m\uparrow}|\Phi\rangle .
\end{equation}
The states on the right are orthogonal. The term $m=3$ would contribute zero, so it may be included in the squared norm:
\begin{equation}
\frac14\sum_{m=-3}^{3}\left[12-m(m+1)\right]=\frac{84-28}{4}=14 .
\end{equation}
The coupling is a vector operator in orbital space and in spin space. From $L=0$ it leads to $L=1$, and since $^8S$ is the sole term with $S=7/2$, the new spin is $5/2$: the state is $^6P$. There is one such term, because one hole and one down electron, each with $l=3$, combine to each $L$ from 0 to 6 once. If $\Delta$ is the $^8S$--$^6P$ gap, first-order perturbation theory gives the admixture $14\zeta^2/\Delta^2$. The ion is then no longer strictly $L=0$.

How does this admixture feel $V$? By (\ref{eq:null}) the crystal field cannot act first or last in a perturbation chain that starts and ends in $^8S$. Both ends must be spin-orbit steps, which suggests a term $\zeta^2B$. An exchange of electrons and holes forbids it. Let the unitary operator $U$ act as
\begin{equation}
U a^\dagger_{m\sigma}U^{-1}=\eta_{m\sigma}\,a_{-m,-\sigma},\qquad \eta_{m\sigma}=(-1)^{(3-m)+(1/2-\sigma)} .
\end{equation}
It maps seven electrons to seven. For a diagonal operator with values $t_{m\sigma}$ of zero sum,
\begin{equation}
\sum t_{m\sigma}a^\dagger_{m\sigma}a_{m\sigma}\;\to\;\sum t_{m\sigma}a_{-m,-\sigma}a^\dagger_{-m,-\sigma}
=-\sum t_{-m,-\sigma}\,a^\dagger_{m\sigma}a_{m\sigma}.
\end{equation}
So $L_z$ ($t=m$) and $S_z$ ($t=\sigma$) are unchanged, while $C_{k0}$ with even $k$ and $\sum l_zs_z$ ($t=m\sigma$) change sign. The signs $\eta$ ensure that $L_\pm$ and $S_\pm$ are unchanged too: for neighbouring $m$, or for opposite $\sigma$, the product of two $\eta$ is $-1$, which cancels the minus sign from reordering. Since $U$ thus commutes with rotations of orbits and of spins, all $C_{kq}$ of even $k$ and the whole of $\sum\mathbf l_i\cdot\mathbf s_i$ change sign with their diagonal members. The repulsion $H_{\rm C}$ consists of products of two $C_{kq}$ summed over the electrons, which are unchanged, and of terms fixed by the electron number. It is therefore unchanged. Hence
\begin{equation}
U H(\zeta,B)U^{-1}=H(-\zeta,-B)\;\Rightarrow\;A_{\rm Gd}(\zeta,B)=A_{\rm Gd}(-\zeta,-B).
\label{eq:sym}
\end{equation}
The total power of $\zeta$ and $B$ must be even. In particular $\langle{}^6P|V|{}^6P\rangle=0$, since the single $^6P$ term is mapped to itself while $V$ is reversed.

With two spin-orbit steps at the ends, at least one factor $B$ and an even total, the leading form is
\begin{equation}
A_{\rm Gd}\simeq\frac{c_1\,\zeta^3B+c_2\,\zeta^2B^2}{\Delta^3},
\label{eq:gd}
\end{equation}
where three intermediate states supply three energy denominators. The numbers $c_1,c_2$ contain the angular factors and the ratios of the other term energies to $\Delta$. A test at $|B|=100$~meV, with $\zeta$ halved from 100 to 50~meV, gives the powers 3.005 and 2.015 for the parts odd and even in $B$.

\subsection*{The numbers}

Let both ions have the same round parameters, so that the electron count is the sole difference: $F^2,F^4,F^6=11,\,7.5,\,5.5$~eV for the (unreduced) Slater integrals of $H_{\rm C}$, $\zeta=0.2$~eV and $B=-20$~meV. These are rough values for heavy rare-earth metals. The full Hamiltonian is diagonalized for each $M$. For a moment in the plane the ground-multiplet levels are averaged with the weights $2^{-2J}\binom{2J}{J+M}$, the probabilities of $M$ in a state fully polarized along $x$.

For terbium, (\ref{eq:tb}) gives $A=-20/2=-10$~meV, and the full result is $-9.93$~meV. The difference of 0.7\% comes from the mixing of multiplets and terms that (\ref{eq:levels}) omits. Mixing with $J=5$ and $J=4$ by the crystal field is weak, since $|B|$ is small against the 238~meV between $J=6$ and $J=5$. It also has the wrong sign to explain the difference: these multiplets contain no state with $M=6$, so the mixing lowers only the in-plane energy and makes $A$ more negative. The net reduction of $|A|$ therefore comes from other terms that spin-orbit coupling mixes into the ground multiplet.

For gadolinium $\Delta=4.11$~eV, so the estimated admixture of $^6P$ is $14(0.2/4.11)^2=3.3\%$, as in the full calculation. This is not negligible, yet the anisotropy is just $-0.025$~meV, smaller than terbium's by a factor of about 400. The factor depends on the rough parameters: Slater integrals 15\% smaller give about 240, and parameters near those of the two free ions give about 480. The admixture is isotropic at lowest order, and the symmetry removes the first term that could make it otherwise. The scale in (\ref{eq:gd}) is $\zeta^3|B|/\Delta^3=(0.2/4.11)^3\times20~\text{meV}=0.0023$~meV, so $c_1\approx11$. The part even in $B$ is $6\times10^{-5}$~meV and plays no role here.

With $0.0330~\text{nm}^3$ per atom, for close packing at a neighbour distance of 0.36~nm, the two anisotropies are $-48$ and $-0.12~\text{MJ/m}^3$.

\subsection*{Real metals and memory films}

Terbium metal at low temperature has an easy plane and an anisotropy of some tens of MJ/m$^3$; $B$ was chosen to lie in that regime, so the agreement is no prediction. Gadolinium metal has roughly $0.1~\text{MJ/m}^3$, but this does not confirm the $4f$ value above. Just below its Curie temperature gadolinium prefers the hexagonal axis, whereas the model gives an easy plane. Effects outside the model are large enough to decide the matter. The magnetic dipole energy of the hexagonal lattice, for $c/a=1.59$ and fully aligned $7\mu_{\rm B}$ moments, contributes $+0.008$~meV per atom: it favours the hexagonal axis and is a third of the $4f$ term in size. The symmetry (\ref{eq:sym}) also assumes a one-electron, spin-independent field within $4f^7$; relativistic and correlation corrections to the field break it and allow terms of lower order in $\zeta$. For the $5d$ band electrons, a spin-orbit constant of 0.1~eV and a width of 5~eV give the crude scale $0.1^2/5~\text{eV}=2$~meV. That is no estimate of their anisotropy, which cancellations can make much smaller, but it shows that they cannot be ignored. A thin film has in addition a magnetostatic shape energy, which depends on the direction of the moment relative to the film normal and not to the crystal axes. For $7\mu_{\rm B}$ moments it is $\frac12\mu_0(7\mu_{\rm B})^2/v=0.50$~meV per atom, where $v$ is the atomic volume; this is twenty times the $4f$ term.

For terbium the corrections are milder. A rank-4 field of 5~meV changes $A$ from $-9.93$ to $-10.20$~meV. A finite exchange field, 16~meV per unit spin, gives $-10.01$~meV at zero temperature when it acts within the ground multiplet ($-10.02$~meV with all multiplets): the state polarized along $x$ is not an eigenstate of the crystal field, and the true ground state lies slightly lower.

Temperature matters more. In the same exchange field at 300~K, taken to act within the ground multiplet only, the free-energy difference is $-2.3$~meV for terbium and $-0.009$~meV for gadolinium. With all multiplets included the terbium value is $-2.0$~meV, smaller in size by about an eighth. Most of this reduction comes from $J=5$, which the exchange field mixes into the ground multiplet; the rest comes from the spin, which spin-orbit mixing of terms lowers from 3 to 2.95. Thermal motion populates smaller $|M|$, for which $3M^2-42$ shrinks and, for $|M|\le3$, changes sign. Terbium metal is not ferromagnetic at 300~K. This case represents ions aligned by a transition metal, as in the amorphous Tb--Fe--Co films of magneto-optical memory. Such films need an easy axis along their normal, hence $B>0$ on average. They also break the assumption of one common crystal axis. With the reduction by $J=5$ included, the room-temperature value corresponds to about $10~\text{MJ/m}^3$ of terbium, while the films reach roughly a few tenths of a MJ/m$^3$. Dilution by the transition metal explains part of the gap, and the scatter of local axes lowers the average further.

Within these limits, and where $B>0$ on average, replacing gadolinium by terbium at fixed structure and exchange is a way to strengthen the easy axis of a film. The price is a smaller rare-earth spin: 3 instead of $7/2$ per ion at zero temperature (2.95 and 3.47 with spin-orbit mixing of terms), and, for a moment on the easy axis at 300~K in the exchange field used above, about a fifth less than gadolinium's for $B=+20$~meV and about a quarter less for $B=+2$~meV. The numerical output below lists the main values used here.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (round model values, same for both ions)
Slater integral F2: 11 eV
Slater integral F4: 7.5 eV
Slater integral F6: 5.5 eV
spin-orbit zeta: 0.2 eV
crystal field B: -20 meV
4f^7 WITHOUT SPIN-ORBIT COUPLING
<L^2>: 0.000
<S^2>: 15.750
largest norm of C_k0|8S>, k=2,4,6: 1.5e-14
largest level shift at B = 500 meV: 6.0e-11 meV
4f^8 STRETCHED STATE M=J=6
<L^2>: 12.000
<S^2>: 12.000
<sum C20>: -0.33333
density equator/pole: 1.3125
largest relative error of level formula: 8.1e-05
4f^7 RESIDUE FROM SPIN-ORBIT COUPLING
squared norm of (sum l.s)|8S>: 14.0000
8S-6P gap without spin-orbit: 4.113 eV
admixture, first-order estimate: 3.31 %
admixture, full diagonalization: 3.32 %
<6P|C20|6P>: 1.5e-14
power of zeta, part odd in B: 3.005
power of zeta, part even in B: 2.015
ANISOTROPY E(plane)-E(axis) PER ION
4f^8 first order, B/2: -10.000 meV
4f^8 full diagonalization: -9.932 meV
4f^7 full diagonalization: -2.525e-02 meV
4f^7 part odd in B: -2.530e-02 meV
4f^7 part even in B: 5.826e-05 meV
size ratio 4f^8 / 4f^7: 393
4f^8 energy density: -48.2 MJ/m^3
4f^7 energy density: -0.123 MJ/m^3
NEGLECTED EFFECTS
rank-4 field tried: 5 meV
4f^8 anisotropy with rank-4 field: -10.204 meV
4f^7 anisotropy with rank-4 field: -2.527e-02 meV
exchange field per unit spin: 16 meV
4f^8 J=6 to J=5 gap: 238.1 meV
4f^8 in exchange field, 0 K: -10.009 meV
4f^8 in exchange field, 300 K: -2.320 meV
4f^7 in exchange field, 300 K: -9.131e-03 meV
neighbour distance: 0.36 nm
volume per atom: 0.03299 nm^3
film shape energy per 7 mu_B atom: 0.501 meV
5d inputs: zeta_d: 0.1 eV
5d inputs: band width W: 5 eV
crude 5d scale zeta_d^2/W, no cancellation: 2.00 meV
\end{verbatim}
